# Shear and Breathing Modes of N-Layer Stacks: Frequencies and Optical Activity

## Question

I am trying to understand the low-frequency modes of a few-layer crystal in which whole layers move against each other, either sliding (shear modes) or changing their spacing (breathing modes). I treat each layer as one mass and join neighbours by springs.

For two layers I get one frequency, $\omega=\sqrt{2K/\mu}$. For three layers I can still diagonalize the matrix by hand. I don't see how to get all the modes for general $N$, because the end layers have one neighbour and the inner ones have two, so a plain travelling wave does not fit.

The selection rules confuse me more. I wanted to label each mode even or odd under inversion and call the even ones Raman active and the odd ones infrared active. But a trilayer stacked ABA has no inversion centre. What replaces the rule there? Does the answer depend on the branch number, on whether $N$ is even or odd, or on both? And does the chain alone settle it?

## Answer

The chain settles the frequencies and the displacement patterns. It does not settle the optical activity, because a row of masses does not know how the atoms of one layer sit over those of the next. For that you need the stacking. I treat AB-stacked honeycomb layers first, which includes your ABA trilayer, and then two stackings with different rules.

### The model

Let $\mu$ be the mass per area of one layer and $\mathbf u_n$ the displacement of layer $n=1,\dots,N$. I assume that

- each layer moves rigidly, with the same displacement everywhere in its plane;
- only neighbouring layers interact, and all interfaces are equally stiff;
- both outer surfaces are free.

The harmonic energy per area of one interface depends on the relative displacement $\mathbf d=\mathbf u_{n+1}-\mathbf u_n$ and is $\tfrac12\mathbf d^{T}\mathsf K\,\mathbf d$, with $\mathsf K$ a symmetric $3\times3$ matrix. The stack has a threefold axis along its normal $z$. A symmetric matrix unchanged by a threefold rotation about $z$ must be

$$\mathsf K=\mathrm{diag}(K_s,K_s,K_b).$$

Motions along $x$, $y$ and $z$ therefore separate. The two in-plane directions give the same frequencies, so each shear mode is doubly degenerate, and each breathing mode is single. Both families obey the same scalar problem, with $K=K_s$ or $K=K_b$, measured in N/m³ (force per area per displacement).

### Solving the chain with free ends

For an inner layer vibrating at frequency $\omega$,

$$\mu\omega^2u_n=K(2u_n-u_{n+1}-u_{n-1}).$$

Layer 1 has only one neighbour, so $\mu\omega^2u_1=K(u_1-u_2)$. This is the inner-layer equation at $n=1$ if we invent a layer 0 with $u_0=u_1$: a spring that is never stretched exerts no force. In the same way, $u_{N+1}=u_N$ takes care of the other end. The end layers now obey the same equation as the rest, and their special position has become two boundary conditions.

Since $u_0=u_1$ suggests symmetry about the point $n=\tfrac12$, measure the phase from there:

$$u_n=A\cos[q(n-\tfrac12)]+B\sin[q(n-\tfrac12)].$$

The addition theorems give $u_{n+1}+u_{n-1}=2\cos q\;u_n$. Inserting this,

$$\mu\omega^2=2K(1-\cos q)=4K\sin^2\frac q2 .$$

At the left end the cosine terms cancel and the sine terms add:

$$u_1-u_0=2B\sin\frac q2=0 .$$

For $q\neq0$ this forces $B=0$. At the right end,

$$u_{N+1}-u_N=A\{\cos[q(N+\tfrac12)]-\cos[q(N-\tfrac12)]\}=-2A\sin(qN)\sin\frac q2=0,$$

so $\sin(qN)=0$ and $q=j\pi/N$. The result is

$$\omega_j=2\sqrt{\frac K\mu}\,\sin\frac{j\pi}{2N},\qquad u_n^{(j)}\propto\cos\frac{j\pi(2n-1)}{2N}.$$

The values $j=0,1,\dots,N-1$ give $N$ different frequencies. An $N\times N$ matrix has $N$ eigenvalues, so none is missing. (For $j=N$ the cosine vanishes on every layer, so that is not a mode.) The case $j=0$ is a translation of the whole stack, which leaves $N-1$ vibrations in each family, numbered upward in frequency.

Your bilayer is $N=2$, $j=1$: $\omega=2\sqrt{K/\mu}\,\sin(\pi/4)=\sqrt{2K/\mu}$. For the trilayer,

- $j=1$: $\omega=\sqrt{K/\mu}$, pattern $(1,0,-1)$;
- $j=2$: $\omega=\sqrt{3K/\mu}$, pattern $(1,-2,1)$.

For thick stacks the two ends of the ladder behave differently. The lowest branch tends to $\omega_1\approx(\pi/N)\sqrt{K/\mu}$: it is a standing sound wave with half a wavelength across the stack, and it goes to zero. The highest branch has

$$\omega_{N-1}=2\sqrt{\frac K\mu}\cos\frac{\pi}{2N}\approx2\sqrt{\frac K\mu}\left(1-\frac{\pi^2}{8N^2}\right),$$

and rises to the bulk value at which neighbouring layers move in opposition. The bilayer frequency lies a factor $\sqrt2$ below that limit, because each of its layers feels one interface instead of two.

### What happens when the layer order is reversed

Replace $n$ by $N+1-n$ in the pattern. Since $2(N+1-n)-1=2N-(2n-1)$,

$$u^{(j)}_{N+1-n}\propto\cos\!\left[j\pi-\frac{j\pi(2n-1)}{2N}\right]=(-1)^j\cos\frac{j\pi(2n-1)}{2N}.$$

Patterns with even $j$ are therefore symmetric about the middle of the stack, and patterns with odd $j$ are antisymmetric. This is a property of the chain. To turn it into a selection rule we need a symmetry operation of the real crystal that reverses the layers, and we must include what that operation does to the displacement vectors.

### Which operation reverses an AB stack

Let $\boldsymbol\tau$ be the in-plane vector from one honeycomb site to the next along a bond, chosen so that $3\boldsymbol\tau$ is a lattice vector. Up to lattice vectors, layer A has atoms at $\{0,\boldsymbol\tau\}$ and layer B at $\{\boldsymbol\tau,2\boldsymbol\tau\}$.

**Even $N$.** Layers $n$ and $N+1-n$ are of opposite type, so a horizontal mirror fails. Inversion works: the in-plane map $\mathbf r\to2\boldsymbol\tau-\mathbf r$ sends $\{0,\boldsymbol\tau\}$ to $\{2\boldsymbol\tau,\boldsymbol\tau\}$, which turns A into B and B into A.

**Odd $N$.** Layers $n$ and $N+1-n$ are of the same type, so the mirror through the flat middle layer, $\sigma_h$, is a symmetry. Inversion would have to map A to A, which needs $\mathbf r\to\boldsymbol\tau-\mathbf r$, and B to B, which needs $\mathbf r\to3\boldsymbol\tau-\mathbf r$. These differ by $2\boldsymbol\tau$, which is not a lattice vector, so there is no inversion centre. This is what you noticed for ABA.

Every AB stack also has the threefold axis and three vertical mirrors. Adding inversion to these gives the point group $D_{3d}$, and adding $\sigma_h$ gives $D_{3h}$.

### Parities of the modes

The operation carries the displacement of layer $n$ to layer $N+1-n$ and also acts on the vector itself. The mode's sign is the product of the two effects.

- Inversion reverses every vector. For even $N$, shear and breathing modes both have the sign $-(-1)^j$, so odd $j$ is $g$ and even $j$ is $u$.
- The mirror $\sigma_h$ keeps in-plane vectors and reverses normal ones. For odd $N$, shear modes have the sign $(-1)^j$ and breathing modes $-(-1)^j$.

So the shear family changes its rule between even and odd $N$, and the breathing family does not.

The shear modes are doublets, and both groups have just one doublet of each parity: $E_g,E_u$ in $D_{3d}$ and $E',E''$ in $D_{3h}$. Parity fixes their label completely.

Breathing modes are singlets and also need the subscript 1 or 2, which is the sign under a twofold axis lying in the plane. Such an axis is a vertical mirror followed by the layer-reversing operation. The vertical mirror leaves a normal displacement alone, so the sign is again $-(-1)^j$. Odd $j$ has subscript 1 and even $j$ has subscript 2.

### From labels to activity

A mode can absorb infrared light if it transforms like a component of the dipole moment. It can scatter light in first-order Raman scattering if it transforms like a component of the symmetric polarizability tensor. The components belong to

| | $D_{3d}$ | $D_{3h}$ |
|---|---|---|
| $z$ | $A_{2u}$ | $A_2''$ |
| $(x,y)$ | $E_u$ | $E'$ |
| $x^2+y^2,\ z^2$ | $A_{1g}$ | $A_1'$ |
| $(x^2-y^2,\,xy)$ | $E_g$ | $E'$ |
| $(xz,\,yz)$ | $E_g$ | $E''$ |

The parities are easy to verify. Products of two coordinates are even under inversion, and under $\sigma_h$ only $z$ changes sign. Combining this with the mode labels gives the assignment:

| | $j$ odd | $j$ even |
|---|---|---|
| shear, $N$ even | $E_g$: Raman | $E_u$: infrared |
| shear, $N$ odd | $E''$: Raman | $E'$: Raman and infrared |
| breathing, $N$ even | $A_{1g}$: Raman | $A_{2u}$: infrared |
| breathing, $N$ odd | $A_1'$: Raman | $A_2''$: infrared |

The $E''$ entry carries a restriction that matters in practice. In backscattering along the normal, both the incoming and the outgoing polarization lie in the plane, so the experiment sees only the $xx$, $yy$ and $xy$ components. The $E''$ tensor has only $xz$ and $yz$ components, and the mode is absent. It needs light with a polarization component along $z$.

In this geometry the visible shear branches are thus $j=N-1,N-3,\dots$, that is, odd $j$ for even $N$ and even $j$ for odd $N$. The highest shear branch is always among them. The visible breathing branches are $j=1,3,\dots$, starting from the lowest. Either family contributes $N/2$ frequencies for even $N$ and $(N-1)/2$ for odd $N$. "Visible" here and below means allowed by symmetry in this geometry; the allowed lines can differ greatly in strength.

### The trilayer without group theory

You can see the odd-$N$ rule directly for ABA. Let $u_1,u_2,u_3$ be displacements along one in-plane direction. The polarizability can change only through the two relative slides, since a translation of the whole stack changes nothing. The mirror exchanges the two interfaces, turning the slide $u_2-u_1$ into $u_2-u_3$.

An in-plane polarizability component is unchanged by the mirror, so both slides enter with the same coefficient $a$:

$$\delta\alpha_{\parallel}=a[(u_2-u_1)+(u_2-u_3)].$$

For $(1,0,-1)$ this is $a(-1+1)=0$. For $(1,-2,1)$ it is $-6a$. A component such as $\alpha_{xz}$ changes sign under the mirror, so its coefficients are opposite:

$$\delta\alpha_{xz}=b[(u_2-u_1)-(u_2-u_3)]=b(u_3-u_1).$$

Now $(1,0,-1)$ gives $-2b$ and $(1,-2,1)$ gives zero. These are the $E''$ and $E'$ modes.

The infrared rule is just as direct, and it holds for every $N$ here. Write the dipole moment per area along the motion as $p=\sum_nZ_nu_n$, where $Z_n$ is the effective charge of layer $n$ per area. Either reversing operation requires $Z_n=Z_{N+1-n}$, so antisymmetric patterns give $p=0$ and even $j$ is needed.

A translation of a neutral stack creates no dipole, so also $\sum_nZ_n=0$. For the trilayer this leaves $Z=(Q,-2Q,Q)$, and the $j=2$ pattern gives $p=6Q$. If all layers had equal charges, the sum rule would make every $Z_n$ vanish. Infrared strength thus requires effective charges that differ from layer to layer. "Active" in the table means allowed; it does not promise a strong line.

### Numbers for four and five layers

Take round model values $\mu=8.0\times10^{-7}$ kg/m², $K_s=1.0\times10^{19}$ N/m³ and $K_b=1.0\times10^{20}$ N/m³. Then

$$\sqrt{\frac{K_s}{\mu}}=\sqrt{1.25\times10^{25}\ \mathrm{s^{-2}}}=3.54\times10^{12}\ \mathrm{rad/s}.$$

Doubling this and dividing by $2\pi c$, with $c$ in cm/s, gives the upper limit of the shear ladder, 37.54 cm⁻¹. The breathing limit is larger by $\sqrt{K_b/K_s}=\sqrt{10}$, which gives 118.71 cm⁻¹. Each branch is the limit times its sine. For $N=4$, $j=1$ the sine is 0.3827, so the shear mode lies at $37.54\times0.3827=14.4$ cm⁻¹ and the breathing mode at $118.71\times0.3827=45.4$ cm⁻¹. All branches, in cm⁻¹:

| $N$, $j$ | shear | breathing |
|---|---|---|
| 4, 1 | 14.4 ($E_g$) | 45.4 ($A_{1g}$) |
| 4, 2 | 26.5 ($E_u$) | 83.9 ($A_{2u}$) |
| 4, 3 | 34.7 ($E_g$) | 109.7 ($A_{1g}$) |
| 5, 1 | 11.6 ($E''$) | 36.7 ($A_1'$) |
| 5, 2 | 22.1 ($E'$) | 69.8 ($A_2''$) |
| 5, 3 | 30.4 ($E''$) | 96.0 ($A_1'$) |
| 5, 4 | 35.7 ($E'$) | 112.9 ($A_2''$) |

In backscattering, symmetry allows shear lines at 14.4 and 34.7 cm⁻¹ for four layers, and at 22.1 and 35.7 cm⁻¹ for five. They are not equally strong. Suppose each interface contributes the same magnitude $a$ with alternating sign, as in the trilayer formula. Then for four layers $\delta\alpha_\parallel=a[(u_2-u_1)-(u_3-u_2)+(u_4-u_3)]$. This gives $-0.32a$ for the $j=1$ pattern $(0.924,0.383,-0.383,-0.924)$ and $-4.46a$ for the $j=3$ pattern $(0.383,-0.924,0.924,-0.383)$. The highest branch dominates. Even with the thermal factor, which favours low frequencies roughly as $1/\omega^2$ at room temperature, the lower line has only a few per cent of its intensity. From four to five layers the lowest visible shear line moves up, although every branch of fixed $j$ moves down. There is no stiffening: the visible line has changed from $j=1$ to $j=2$. This happens only in a step from even to odd $N$; in the step from five to six layers the lowest visible shear line returns to $j=1$ and drops.

The branches that are visible for every $N$ differ in how well they count layers. From $N=5$ to $N=6$ the highest shear branch moves from 35.7 to 36.3 cm⁻¹, while the lowest breathing branch falls from 36.7 to 30.7 cm⁻¹. The shear branch is already close to its limit: the expansion above puts it $37.54\,\pi^2/(8\cdot36)=1.3$ cm⁻¹ below at $N=6$, in agreement with $37.54-36.26$. The breathing branch still falls roughly as $1/N$. Between these two thicknesses the two branches change order, but they do not mix in the harmonic model, because one is a doublet and the other a singlet.

If you want to test the chain on a measured spectrum, use a ratio within one family, since it contains neither $K$ nor $\mu$. For four layers the two visible shear lines should have the ratio $0.9239/0.3827=2.41$, provided the weak lower line can be resolved. The ratio is sensitive to what the chain leaves out: a second-neighbour stiffness of $0.1K$ lowers it to 2.14.

### Other stackings

**ABC honeycomb layers.** Shift each layer by $\boldsymbol\tau$ from the one below, so that layer $n$ has atoms at $\{n\boldsymbol\tau,(n+1)\boldsymbol\tau\}$. The map $\mathbf r\to(N+2)\boldsymbol\tau-\mathbf r$ sends this to $\{(N+2-n)\boldsymbol\tau,(N+1-n)\boldsymbol\tau\}$, which is layer $N+1-n$. There is an inversion centre for every $N$, the group is always $D_{3d}$, and the even-$N$ rows of the table apply throughout.

An ABC trilayer therefore shows its $j=1$ shear mode in backscattering, at $37.54\times0.5=18.8$ cm⁻¹ with the same stiffness, where ABA shows $j=2$ at 32.5 cm⁻¹. The two chains have the same frequencies, and the stacking decides which one is seen.

**Polar stacks.** Build each layer from two species and shift successive layers by $\boldsymbol\tau$ without turning them. Now no operation reverses the layer order, and the group is $C_{3v}$ for every $N\ge2$. There $z$ and $x^2+y^2$ share the label $A_1$, while $(x,y)$ and $(x^2-y^2,xy)$ share $E$. All shear and breathing modes are allowed in both Raman and infrared spectra. Allowed again does not mean strong: if every interface contributes alike, $\delta\alpha\propto\sum_n(u_{n+1}-u_n)=u_N-u_1$, which vanishes for even $j$. Those Raman lines then appear only through differences between the interfaces. The chain patterns are still symmetric or antisymmetric, but light is not bound by a symmetry that the crystal lacks.

If two-species layers are instead placed directly over each other with the species exchanged from layer to layer (AA′ stacking), the groups again alternate between $D_{3d}$ and $D_{3h}$, and the full table holds. The numerical output below lists the groups for all four stackings. The activities were tested on atomic models of each, for $N=2$ to 7.

### When the result fails

Real layers are not perfectly rigid. An interlayer force of order $K$ distorts a layer of internal stiffness $S$ by an amount of order $K/S$, and this lowers $\omega^2$ by a relative amount of the same order at most. In the atomic models, with internal springs $10^4$ times (in plane) and $5\times10^3$ times (out of plane) as stiff as the strongest interlayer spring, the largest relative error of the chain's $\omega^2$ was $3.8\times10^{-5}$. This figure is not typical of real layers. The summed breathing stiffness of those models gives $K_b/S\approx2\times10^{-3}$, and their springs load both atoms of a layer almost equally. In graphite the squared ratio of the bulk breathing frequency to the out-of-plane optical frequency is about $(127/868)^2\approx0.02$. In a layer of three atomic planes, where the interlayer force acts only on the outer planes, the springs act in series, $1/K_{\rm eff}=1/K+2/S$, and the lowest branches drop by up to about $2K/S$ in $\omega^2$. Deviations of a few per cent are therefore possible. In a five-layer AB stack, making the layers ten times stiffer reduced the shear error by a factor of 10.01.

Second-neighbour forces, or surface interfaces that differ from the inner ones in the same way at both ends, can change the frequencies and, from $N=4$ on, the patterns (for $N\le3$ the symmetry and the free translation fix them). If the stack has a reversing operation, they keep it. Each mode then still has a definite parity, and branch $j$ keeps its own as long as no branches of opposite parity have crossed.

A substrate on one side is a different matter. It removes the reversing operation, so forbidden lines may appear, with a strength set by how strongly the substrate disturbs the stack. If it also holds the bottom layer elastically, that end is no longer free, the condition $u_0=u_1$ is lost, and the $j=0$ translation acquires a frequency of its own.

## Calculated quantities

```
mass per area mu = 8.0e-07 kg/m^2
shear stiffness K_s = 1.0e+19 N/m^3
breathing stiffness K_b = 1.0e+20 N/m^3
sqrt(K_s/mu) = 3.5355e+12 rad/s
sqrt(K_b/mu) = 1.1180e+13 rad/s
upper limit 2 sqrt(K_s/mu), shear = 37.54 cm^-1
upper limit 2 sqrt(K_b/mu), breathing = 118.71 cm^-1
N=4 shear j=1: sin=0.3827, 14.37 cm^-1, Eg, Raman
N=4 shear j=2: sin=0.7071, 26.54 cm^-1, Eu, IR
N=4 shear j=3: sin=0.9239, 34.68 cm^-1, Eg, Raman
N=4 breathing j=1: sin=0.3827, 45.43 cm^-1, A1g, Raman
N=4 breathing j=2: sin=0.7071, 83.94 cm^-1, A2u, IR
N=4 breathing j=3: sin=0.9239, 109.67 cm^-1, A1g, Raman
N=5 shear j=1: sin=0.3090, 11.60 cm^-1, E'', Raman(not backscattering)
N=5 shear j=2: sin=0.5878, 22.06 cm^-1, E', Raman+IR
N=5 shear j=3: sin=0.8090, 30.37 cm^-1, E'', Raman(not backscattering)
N=5 shear j=4: sin=0.9511, 35.70 cm^-1, E', Raman+IR
N=5 breathing j=1: sin=0.3090, 36.68 cm^-1, A1', Raman
N=5 breathing j=2: sin=0.5878, 69.78 cm^-1, A2'', IR
N=5 breathing j=3: sin=0.8090, 96.04 cm^-1, A1', Raman
N=5 breathing j=4: sin=0.9511, 112.90 cm^-1, A2'', IR
N=2: highest shear 26.54 cm^-1, lowest breathing 83.94 cm^-1
N=3: highest shear 32.51 cm^-1, lowest breathing 59.35 cm^-1
N=4: highest shear 34.68 cm^-1, lowest breathing 45.43 cm^-1
N=5: highest shear 35.70 cm^-1, lowest breathing 36.68 cm^-1
N=6: highest shear 36.26 cm^-1, lowest breathing 30.72 cm^-1
point groups, AB stacking, N=2..7: D3d D3h D3d D3h D3d D3h
point groups, AA' stacking, N=2..7: D3d D3h D3d D3h D3d D3h
point groups, ABC stacking, N=2..7: D3d D3d D3d D3d D3d D3d
point groups, polar stacking, N=2..7: C3v C3v C3v C3v C3v C3v
largest chain error in omega^2, N=2..12 = 2e-15 K/mu
largest relative error in omega^2, atomic vs chain = 3.8e-05
error ratio for tenfold stiffer layers (AB, N=5) = 10.01
```
